\section*{Corrugated Wires Can Have Phonon Mean Free Paths Below the Casimir Value}

\section{A wall that sends everything back}

Take a long straight wire of circular cross-section, diameter $D$ and length $L$, with a hot reservoir at one end and a cold one at the other. Phonons travel in straight lines and meet nothing but the wall. Suppose the wall returns every phonon along the line on which it came. A phonon from the hot end that strikes the wall goes back to the hot end. Heat is carried by those phonons alone that see the far opening directly, and for $L\gg D$ their fraction is
\begin{equation}
\frac{A}{\pi L^2}=\frac{D^2}{4L^2},\qquad A=\frac{\pi D^2}{4}.
\end{equation}
Conductance times length then falls as $1/L$, so the mean free path of the long wire is zero. A wall that scatters phonons into random directions gives, as shown below, a mean free path $D$, the Casimir value. Randomising the phonons is therefore not the worst that a wall can do to a heat current.

The belief examined here is that $D$ is the floor for boundary scattering, and it has good arguments behind it. If a fraction $p$ of the phonons is reflected specularly and the rest diffusely, the mean free path is $D(1+p)/(1-p)$, which is smallest at $p=0$. A diffuse wall erases all memory of direction, and it seems that nothing more can be lost. Finally, a wire with ridges on its outside contains the straight wire that fits inside its necks, and extra material ought to offer extra paths. Each argument fails at a definite place.

\section{Mean free path as a displacement}

Let $C$ be the heat capacity per volume and $v$ a single isotropic speed. Phonons are treated as rays, without interference, and bulk scattering is left out. The wire may be straight or periodically corrugated, with mirror symmetry about each neck. The mean free path $\Lambda$ is defined by the heat current $Q$ in a mean gradient $G=-dT/dz>0$,
\begin{equation}
Q=\tfrac13 C v\Lambda A G ,
\label{eq:def}
\end{equation}
where $A$ is the area of the neck, the narrowest section. For a corrugated wire this reference favours the belief: the comparison is with the straight wire inside it.

Describe the phonons moving along direction $\Omega$ by a directional temperature $\Theta$. It is constant along a free ray. At a diffuse wall the outgoing $\Theta$ is the flux-weighted average of the incoming one, because the wall takes up no net heat. To find $\Theta$ at the neck $z=0$, follow the phonon's history backwards. Far enough back, its position within a period has forgotten the starting direction, so
\begin{equation}
\Theta=T_0-G\,\langle z_{\rm past}\rangle ,
\end{equation}
with the same constant $T_0$ for all directions. The wall laws used here are reversible, so the past of a phonon moving along $\Omega$ is statistically the future of one moving along $-\Omega$. Let $Z$ be the final mean displacement of a phonon launched forward. By mirror symmetry the displacement is $-Z$ for the mirrored backward launch. Hence forward movers carry $T_0+GZ$ and backward movers $T_0-GZ$. The current through the neck is
\begin{align}
Q&=\frac{Cv}{4\pi}\int dA\int_{\rm fwd}d\Omega\,\cos\theta\,
\bigl[(T_0+GZ)-(T_0-GZ)\bigr]\nonumber\\
&=\frac{CvG}{2\pi}\int dA\int_{\rm fwd}d\Omega\,\cos\theta\,Z
=\frac{CvAG}{2}\langle Z\rangle ,
\end{align}
where $\langle Z\rangle=(\pi A)^{-1}\int dA\int_{\rm fwd} d\Omega\cos\theta\,Z$ is the average over a cosine-law launch. Comparison with \eqref{eq:def} gives
\begin{equation}
\Lambda=\tfrac32\langle Z\rangle .
\label{eq:Z}
\end{equation}

For a straight diffuse wall the displacement after the first hit averages to zero, since forward and backward emission are equally likely. What remains is the first flight. If $\rho$ is its length projected on the cross-section, its axial displacement is $\rho\cot\theta$, and
\begin{equation}
\langle Z\rangle=\frac1\pi\,(2\pi\bar\rho)\int_0^{\pi/2}\!\sin\theta\cos\theta\cot\theta\,d\theta
=2\bar\rho\int_0^{\pi/2}\!\cos^2\theta\,d\theta=\frac{\pi}{2}\bar\rho .
\end{equation}
To average $\rho$ over the disc of radius $R=D/2$, fix a direction and cut the disc into parallel chords at offset $h$, of length $c=2\sqrt{R^2-h^2}$. The distances to the end of one chord integrate to $c^2/2$, so
\begin{equation}
\bar\rho=\frac{1}{\pi R^2}\int_{-R}^{R}2(R^2-h^2)\,dh=\frac{8R}{3\pi}=\frac{4D}{3\pi}.
\end{equation}
Thus $\langle Z\rangle=2D/3$ and $\Lambda=D$. The Casimir value is three halves of the mean axial advance of one flight, followed by complete forgetting.

\section{Memory can be negative}

Now let the straight circular wall reflect a fraction $p$ specularly, return a fraction $b$ along the incoming path, and scatter the rest diffusely. Write $\Theta=T_0-Gz+\delta$. Since $\Theta$ is constant along a ray and $dz=\cos\theta\,ds$, the deviation grows as $d\delta/ds=G\cos\theta$. Let it be $g$ at the start of a chord of length $\ell$; it is $g+\ell G\cos\theta$ at the end. In a circular wire, specular reflection leads to another chord with the same $\ell$ and $\theta$. Retroreflection leads to the same chord with $\cos\theta$ reversed, and reversing the axial motion reverses the sign of $\delta$. Diffuse emission starts with $\delta=0$, because the flux-weighted average of an odd quantity vanishes. Therefore
\begin{align}
g&=p\,(g+\ell G\cos\theta)-b\,(g+\ell G\cos\theta)
=q\,(g+\ell G\cos\theta),\qquad q=p-b,\\
g&=\frac{q}{1-q}\,\ell G\cos\theta .
\end{align}
The mean deviation along the chord is
\begin{equation}
\bar\delta=g+\tfrac12\ell G\cos\theta
=\ell G\cos\theta\left[\frac{q}{1-q}+\frac12\right]
=\frac{\ell G\cos\theta}{2}\,\frac{1+q}{1-q}.
\end{equation}
The current is a sum over chords of $\bar\delta$ times weights that do not depend on $q$. Every chord carries the same last factor, and $q=0$ must give $D$, so
\begin{equation}
\Lambda=D\,\frac{1+q}{1-q},\qquad -1\le q<1 .
\label{eq:q}
\end{equation}

The familiar specularity formula is the half with $b=0$. Its minimum at $p=0$ is the edge of the range admitted, not a property of walls. The quantity $q$ measures how much of the axial direction survives a collision, with its sign. Casimir's value sits at zero memory, and a wall that remembers the direction and inverts it does worse. At $q=-1$ the opening example returns with $\Lambda=0$. The value $\Lambda=D$ does not even prove that a wall is diffuse, since $p=b$ gives it too.

Ray tracing with \eqref{eq:Z}, which makes no use of \eqref{eq:q}, gave $\Lambda/D=0.538\pm0.009$ for $p=0$, $b=0.3$, where the law gives $0.538$. For $p=0.2$, $b=0.6$ it gave $0.438\pm0.015$ against $0.429$. Errors here and below are one standard error.

\section{Diffuse grooves that backscatter}

A retroreflecting wall may look contrived, but geometry supplies negative memory without it. Put ridges of solid around the outside of the neck cylinder. Seen from inside they are V-shaped grooves, here with a right angle at the bottom and facets at $45^\circ$ to the axis. Let the facets be fully diffuse.

A phonon moving forward out of the core tends to strike the facet that faces it. The normal of that facet, pointing into the solid, is tilted backward by $45^\circ$. Cosine-law emission has a mean direction along the normal of length
\begin{equation}
\frac1\pi\int\cos^2\psi\,d\Omega=2\int_0^{\pi/2}\cos^2\psi\sin\psi\,d\psi=\frac23 ,
\end{equation}
so the mean axial direction cosine after the hit is $-\tfrac23\cdot\tfrac1{\sqrt2}=-0.47$. On a straight diffuse wall it is zero. Each facet forgets the incoming direction, but the choice of facet remembers it.

For a groove pitch of $0.1D$ and depth $0.05D$, $90\%$ of the first hits fall on facing facets. The mean displacement of phonons launched forward is
\begin{center}
\begin{tabular}{lcccccc}
after hit & 1 & 2 & 3 & 4 & 8 & 12\\
displacement$/D$ & 0.693 & 0.404 & 0.566 & 0.470 & 0.499 & 0.499
\end{tabular}
\end{center}
The first flight is slightly longer than the straight wire's $0.667D$, because the phonon enters a groove before it meets a wall. The second takes back $0.289D$. The later alternation fits the mirrored process, in which phonons moving backward meet facets that send them forward. With \eqref{eq:Z},
\begin{equation}
\frac{\Lambda}{D}=1.5\times0.499=0.749\pm0.007 .
\end{equation}
The wire conducts a quarter less than the straight diffuse wire it contains. Solving \eqref{eq:q} for $q$ gives the equivalent memory
\begin{equation}
q=\frac{\Lambda/D-1}{\Lambda/D+1}=\frac{-0.251}{1.749}=-0.144 .
\end{equation}

The same conclusion follows without \eqref{eq:Z}. Let $\tau$ be the fraction of phonons entering one end that leave by the other. Then $Q=\tfrac14CvA\tau\,\Delta T$, and for a long wire \eqref{eq:def} gives
\begin{equation}
\frac1\tau=\frac{3L}{4\Lambda}+\text{end term}.
\end{equation}
With $10^5$ phonons per case, the straight wire passed $0.1932$ at $L=5D$ and $0.0765$ at $15D$; the grooved wire passed $0.1515$ and $0.0581$. The slopes of $1/\tau$ are
\begin{align}
\text{straight:}\quad&\frac{1/0.0765-1/0.1932}{10D}=\frac{0.790}{D},\\
\text{grooved:}\quad&\frac{1/0.0581-1/0.1515}{10D}=\frac{1.061}{D}.
\end{align}
Their ratio gives $\Lambda_{\rm grooved}/\Lambda_{\rm straight}=0.744$, with a counting error near $0.02$, in agreement with $0.749$. The straight slope lies $5\%$ above the ideal $0.75/D$. The end term still grows between these two lengths, which accounts for $3.5\%$; the rest is within the counting error.

Polishing the facets need not help. A mirror at $45^\circ$ turns the radial and axial direction cosines $(n_r,n_z)$ into $(-n_z,-n_r)$. A phonon that comes out of the core has $n_r>0$, so one reflection from a facing facet leaves it moving backward. With half-specular facets the grooved wire has $\Lambda/D=0.69\pm0.02$, while \eqref{eq:q} gives $3.0$ for a straight wall with $p=0.5$. Strong polishing does help: with $90\%$ specular reflection ray tracing gives the grooved wire $\Lambda/D=1.25\pm0.04$ (the displacement needs some 40 hits to settle), though this is still far below the $19$ of a straight wall with $p=0.9$.

\section{Why extra material does not help}

The intuition about extra material is a theorem of diffusive conduction. For fixed end temperatures, Fourier conductance $K$ satisfies $K\Delta T^2=\min\int\kappa|\nabla T|^2dV$. Let $T_{\rm b}$ be the minimising field in the bigger body. Then
\begin{equation}
K_{\rm big}\Delta T^2=\int_{\rm big}\kappa|\nabla T_{\rm b}|^2dV
\ge\int_{\rm small}\kappa|\nabla T_{\rm b}|^2dV\ge K_{\rm small}\Delta T^2 ,
\end{equation}
the last step because $T_{\rm b}$, restricted to the smaller body, is an admissible trial field there. The argument needs a local law, flux $=-\kappa\nabla T$. Ballistic phonons have none: the flux at a point depends on walls a diameter away, and changing the wall changes the directions in which phonons re-enter the core. If bulk scattering makes the phonon path much shorter than both $D$ and the grooves, Fourier's law returns and grooves outside the neck cannot reduce the conductance.

Even without bulk scattering, corrugation does not always win. When the pitch $P$ and the groove depth are comparable with each other and both large compared with $D$, each groove becomes a roomy cavity between small openings. (In a cavity much longer than it is wide, a phonon may leave through its own opening before it reaches the far end, and the limit below is not reached.) Suppose first that the cavity walls beside each opening are perpendicular to the axis, so that hardly any phonon is sent straight back through the opening it came from. A phonon launched into the cavity then forgets which opening it used, its mean position becomes the cavity centre, and later hops are symmetric. Then $\langle Z\rangle\to P/2$ and
\begin{equation}
\Lambda\to\tfrac34P ,
\end{equation}
which exceeds $D$ once $P$ is large enough. Facets at $45^\circ$ instead open from the neck like a cone. Some phonons strike the cone close to the neck and return through it at once, however large the cavity, and this lowers the limit: ray tracing gives $\Lambda\approx0.71P$ at $P=40D$. With the groove angle held at $90^\circ$, so that depth grows with pitch, the traced values are $\Lambda/D=0.96\pm0.02$, $1.15$, $1.77$ and $3.05$ at $P/D=0.5$, $1$, $2$ and $4$. The first of these values lies on the high side of its scatter: a run with twice as many phonons gives $0.91\pm0.01$. For this family the reduction below $D$ is a quarter at $P=0.1D$, somewhat under a tenth at $0.5D$ and gone at $D$.

\section{A silicon-like wire at 20 K}

Take $D=500$ nm, pitch $50$ nm, depth $25$ nm, $L=20\ \mu$m and a rough sound speed for silicon, $v=6000$ m/s. Three linear branches have energy density $\pi^2(k_BT)^4/(10\hbar^3v^3)$, and its temperature derivative is
\begin{equation}
C=\frac{2\pi^2}{5}k_B\left(\frac{k_BT}{\hbar v}\right)^3=4530\ \text{J/(m$^3$K)} .
\end{equation}
The straight diffuse wire has $\kappa=CvD/3=4530\times6000\times(5\times10^{-7})/3\approx4.5$ W/(m\,K) and conductance $\kappa A/L\approx44$ nW/K. The grooved wire has $\Lambda\approx370$ nm, $3.4$ W/(m\,K) on the neck area, and $33$ nW/K.

Other references make the reduction larger. With $a=D/2$ and groove depth $d$, the mean section exceeds the neck section by the factor $1+d/a+d^2/(3a^2)=1.103$, so $\Lambda$ referred to the mean section is about $340$ nm. A straight wire of equal volume has conductance larger by $1.103^{3/2}$, since conductance scales as $D^3$; the grooved wire reaches about $0.65$ of it.

The ray picture is reasonable here: the heat spectrum peaks at a wavelength of $3.8$ nm, and about $0.2\%$ of the heat belongs to wavelengths above the groove depth. Rough estimates of the paths for mass disorder and umklapp scattering are, at the peak of the heat spectrum, $0.4$ mm and some $40$ mm, far above $D$. For $2$ nm surface roughness the specularity averaged over angle and spectrum is estimated as $0.035$. Used as one value for all phonons, it raises the straight wire to $1.07D$ and leaves the grooved one at $0.75D$ within error. For the straight wire this average is misleading. Phonons nearly parallel to the axis meet the wall at grazing incidence, are reflected almost specularly and carry much of the heat. With the specularity $\exp[-(4\pi\eta\cos\psi/\lambda)^2]$, where $\eta=2$ nm is the roughness, $\lambda$ the wavelength and $\psi$ the angle from the wall normal, and with the diffusely scattered part re-emitted with weight $\cos\psi$ times one minus the specularity, as detailed balance requires, ray tracing at $L=40D$ gives the straight wire about $1.5$ times its diffuse conductance. Without bulk scattering, the mean free path of an infinitely long wire would even diverge. The straight-wire figures above therefore belong to a fully diffuse wall, which $2$ nm roughness does not provide at $20$ K. In the grooved wire, phonons nearly parallel to the axis meet facets at about $45^\circ$ instead of at grazing incidence. Ray tracing with the same angular law gives it $\Lambda/D=0.76\pm0.02$, which agrees with the diffuse value within error. The ends add roughly $7\%$ to the resistance of the straight diffuse wire: the end term in $1/\tau$ grows slowly with length, from about $1.7$ at $15D$ to $2.0$ at the present $L=40D$, where the wire term is $30$. The ratio $0.033$ printed by the program counts only the resistance of a ballistic opening, a term of $1$ in $1/\tau$, and is too small.

The single speed is another large source of error. With rough silicon elastic constants, the straight diffuse wire's conductance is about $1.68$, $1.18$ and $0.98$ times the value above for axes along $[100]$, $[110]$ and $[111]$; the coarser angular mesh of the program prints $1.66$, $1.21$ and $0.99$. On this account alone the absolute conductances are uncertain by up to about two thirds, and the effect of anisotropy on the grooved-to-straight ratio has not been computed. The linear branches are a further simplification. In silicon the transverse branches flatten at a few THz, so the true heat capacity at $20$ K is well above the value used here. The added modes are slow, however: in rough estimates with transverse branches levelling off at $3.5$ to $4.5$ THz, the straight diffuse wire's conductance rises by about 5 to 30\%, depending on the assumed shape of the branches. Pillars etched in alternating etch and passivation steps do carry rings of scallops, but their necks are rounded and their shape differs from the grooves traced here, so $0.75$ should not be assigned to them. Nor should it be carried to room temperature, where bulk scattering in silicon is no longer negligible. Wave interference between ridges is also outside the model. The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
Casimir integral, straight wire: Lambda/D = 1.0000
p=0.0 b=0.0: traced Lambda/D = 1.019 +- 0.012, law 1.000
p=0.3 b=0.0: traced Lambda/D = 1.846 +- 0.017, law 1.857
p=0.0 b=0.3: traced Lambda/D = 0.538 +- 0.009, law 0.538
p=0.2 b=0.6: traced Lambda/D = 0.438 +- 0.015, law 0.429
neck 500 nm, pitch 50 nm, depth 25 nm, length 20 um
first hits on facets facing the phonon: 0.898
mean displacement after hit 1: 0.693 D
mean displacement after hit 2: 0.404 D
mean displacement after hit 3: 0.566 D
mean displacement after hit 4: 0.470 D
mean displacement after hit 8: 0.499 D
mean displacement after hit 12: 0.499 D
grooved wire Lambda/D = 0.749 +- 0.007
equivalent wall memory q = -0.144
transmission at 5 D:  straight 0.1932, grooved 0.1515
transmission at 15 D: straight 0.0765, grooved 0.0581
Lambda ratio from transmission slopes: 0.744
pitch 0.5 D: Lambda/D = 0.96 +- 0.02
pitch 1.0 D: Lambda/D = 1.15 +- 0.01
pitch 2.0 D: Lambda/D = 1.77 +- 0.03
pitch 4.0 D: Lambda/D = 3.05 +- 0.02
half-specular facets, grooved: Lambda/D = 0.689 +- 0.019; straight 3.0
T = 20 K, speed = 6000 m/s, heat capacity = 4530 J/(m3 K)
Lambda: straight 500 nm, grooved 374 nm
conductivity on neck area: straight 4.53, grooved 3.39 W/(m K)
conductance: straight 44.5, grooved 33.3 nW/K
mean section / neck section = 1.103
grooved Lambda on mean section = 339 nm
grooved / equal-volume straight conductance = 0.646
wavelength at peak of heat spectrum = 3.76 nm
heat share with wavelength above groove depth = 2.4e-03
mean specularity for 2 nm roughness = 0.035
with it: straight 1.073 D, grooved 0.752 +- 0.011 D
rough mass-disorder path = 0.40 mm, umklapp path = 43 mm
end resistance / wire resistance, straight = 0.033
axis (1, 0, 0): anisotropic / single-speed conductance = 1.66
axis (1, 1, 0): anisotropic / single-speed conductance = 1.21
axis (1, 1, 1): anisotropic / single-speed conductance = 0.99
\end{verbatim}
